\section*{Why HgTe Has Inverted Bands at Γ and CdTe Does Not}

\section{The levels at $\Gamma$}

\textbf{Q:} CdTe and HgTe have the same crystal structure, nearly the same bond length and the same number of valence electrons. Yet CdTe is called normal and HgTe inverted. What exactly is inverted?

\textbf{A:} The order of two levels at the zone centre $\Gamma$. One is an $s$-like doublet, $\Gamma_6$, with most of its weight on the cation in the model used here. The other is the upper, fourfold part of the Te $5p$ states, $\Gamma_8$. I use the signed energy
\begin{equation}
E_0=E(\Gamma_6)-E(\Gamma_8),
\end{equation}
which is positive in normal order and negative in inverted order.

\textbf{Q:} Which states do I need to describe both?

\textbf{A:} Take one $s$ orbital on the cation, one $s$ orbital on Te and three $p$ orbitals on Te. With spin that makes ten states. The cation brings two electrons and Te six, so eight electrons are to be placed. The lowest pair of states, mainly Te $5s$, takes two of them. The eight bands that remain hold six electrons.

\textbf{Q:} Do the $s$ and $p$ states not mix?

\textbf{A:} Not at $\Gamma$. There the Bloch phase is the same in every cell, so the coupling between cation $s$ and Te $p_i$ is the sum over the four bonds of a hopping times the $i$th direction cosine. The bond directions are
\[
\tfrac{1}{\sqrt3}(1,1,1),\quad \tfrac{1}{\sqrt3}(1,-1,-1),\quad \tfrac{1}{\sqrt3}(-1,1,-1),\quad \tfrac{1}{\sqrt3}(-1,-1,1),
\]
and each component sums to zero. The $s$--$s$ hopping $t$ has no direction cosine, so its four terms add up to $4t$. I write $V=4|t|$; the sign of $t$ does not affect the energies.

Let $\varepsilon_c$ and $\varepsilon_a$ be the $s$ levels of cation and anion. The $s$ energies obey
\begin{equation}
(\varepsilon_c-E)(\varepsilon_a-E)-V^2=0 .
\label{sec}
\end{equation}
Expanding gives $E^2-(\varepsilon_c+\varepsilon_a)E+\varepsilon_c\varepsilon_a-V^2=0$. Since $(\varepsilon_c+\varepsilon_a)^2/4-\varepsilon_c\varepsilon_a=(\varepsilon_c-\varepsilon_a)^2/4$, the upper root is
\begin{equation}
E(\Gamma_6)=\frac{\varepsilon_c+\varepsilon_a}{2}
+\sqrt{\Big(\frac{\varepsilon_c-\varepsilon_a}{2}\Big)^2+V^2}.
\label{g6}
\end{equation}
The lower root is the deep Te $5s$ band.

\textbf{Q:} If the cation level drops by 1 eV, does $\Gamma_6$ drop by 1 eV?

\textbf{A:} By somewhat less. Let the normalized upper eigenvector have real amplitudes $a$ on the cation and $b$ on the anion. Then $E=a^2\varepsilon_c+b^2\varepsilon_a+2ab\,(4t)$. When $\varepsilon_c$ changes, the change of the eigenvector contributes $E\,\partial(a^2+b^2)/\partial\varepsilon_c=0$. What remains is
\begin{equation}
\frac{\partial E(\Gamma_6)}{\partial\varepsilon_c}=a^2\equiv w ,
\end{equation}
the cation share of $\Gamma_6$. In the example below $w$ is about 0.9.

\section{Two relativistic effects}

\textbf{Q:} Where does relativity enter?

\textbf{A:} In this model, only through the levels of the atoms. Relativity also contracts the cation $s$ orbital and so changes the hopping, which I leave out here. Let $U(r)$ be the potential energy of an electron in the mean field of its atom, and $\varepsilon$ its energy without the rest energy $mc^2$. The Dirac equation for the upper and lower components $\phi$ and $\chi$ is
\begin{align}
(U-\varepsilon)\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi&=0,\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(U-\varepsilon-2mc^2)\chi&=0 .
\end{align}
Write $\chi=\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta/(2mc)$ and multiply the second line by $\boldsymbol\sigma\!\cdot\!\mathbf p/(2mc)$. Because $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$,
\begin{align}
\frac{p^2}{2m}\eta+(U-\varepsilon)\phi&=0,\\
\frac{p^2}{2m}\phi-\frac{p^2}{2m}\eta
+\frac{\boldsymbol\sigma\!\cdot\!\mathbf p\,(U-\varepsilon)\,\boldsymbol\sigma\!\cdot\!\mathbf p}{4m^2c^2}\eta&=0 .
\end{align}
Adding the two lines removes $p^2\eta/2m$:
\begin{equation}
\Big(\frac{p^2}{2m}+U-\varepsilon\Big)\phi
+\frac{\boldsymbol\sigma\!\cdot\!\mathbf p\,(U-\varepsilon)\,\boldsymbol\sigma\!\cdot\!\mathbf p}{4m^2c^2}\,\eta=0 .
\end{equation}
Now project on the nonrelativistic orbital $\phi_0$ with energy $\varepsilon_0$. The first term gives $(\varepsilon_0-\varepsilon)\langle\phi_0|\phi\rangle$. To leading order in $1/c^2$ we may set $\phi=\eta=\phi_0$ and $\varepsilon=\varepsilon_0$ in the second, so
\begin{equation}
\delta\varepsilon=\frac{1}{4m^2c^2}
\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,(U-\varepsilon_0)\,\boldsymbol\sigma\!\cdot\!\mathbf p\rangle .
\label{first}
\end{equation}

The product $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ splits this operator in two. With $f=U-\varepsilon_0$ and $p_if=fp_i-i\hbar\,\partial_if$, the antisymmetric part keeps only the derivative of $f$:
\begin{equation}
\boldsymbol\sigma\!\cdot\!\mathbf p\,f\,\boldsymbol\sigma\!\cdot\!\mathbf p
=\mathbf p\cdot f\mathbf p+\hbar\,\boldsymbol\sigma\cdot(\nabla U\times\mathbf p).
\label{split}
\end{equation}
The first term is spin-free and gives the scalar-relativistic shift. The second is spin-orbit coupling.

\textbf{Q:} Why does the scalar part lower an $s$ level?

\textbf{A:} Integrating by parts turns it into
\begin{equation}
\delta\varepsilon_{\rm sc}=\frac{\hbar^2}{4m^2c^2}\int (U-\varepsilon_0)\,|\nabla\phi_0|^2\,d^3r .
\label{grad}
\end{equation}
An $s$ orbital reaches the nucleus, where its gradient is large and $U-\varepsilon_0$ is strongly negative. The positive contribution comes from the outer tail, where both factors are small.

The same shift can be written in the familiar two terms. The double commutator $[p_i,[p_i,f]]=-\hbar^2\nabla^2f$, summed over $i$, gives
\[
\mathbf p\cdot f\mathbf p=\tfrac12(p^2f+fp^2)+\tfrac12\hbar^2\nabla^2U .
\]
Since $p^2\phi_0=-2mf\phi_0$, we have $\langle p^2f+fp^2\rangle/2=-2m\langle f^2\rangle$ and $\langle p^4\rangle=4m^2\langle f^2\rangle$. Hence
\begin{equation}
\delta\varepsilon_{\rm sc}=-\frac{\langle p^4\rangle}{8m^3c^2}
+\frac{\hbar^2\langle\nabla^2U\rangle}{8m^2c^2}.
\end{equation}
These are the mass-velocity and Darwin terms. For an $s$ state the nucleus, with $U=-Ze^2/r$ in Gaussian units, contributes $\nabla^2U=4\pi Ze^2\delta(\mathbf r)$, so the Darwin term is close to $\pi Ze^2\hbar^2|\phi_0(0)|^2/(2m^2c^2)$. The electron cloud changes this a little.

\textbf{Q:} And the spin-orbit part?

\textbf{A:} In a central field $\nabla U\times\mathbf p=(U'/r)\,\mathbf r\times\mathbf p=\hbar(U'/r)\mathbf L$, with $\mathbf L$ in units of $\hbar$. Equations (\ref{first}) and (\ref{split}) then give
\begin{equation}
H_{\rm so}=\frac{\xi}{2}\,\mathbf L\cdot\boldsymbol\sigma,\qquad
\xi=\frac{\hbar^2}{2m^2c^2}\Big\langle\frac{U'}{r}\Big\rangle .
\end{equation}
From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ follows $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-l(l+1)-\tfrac34$. For $l=1$ this is $+1$ when $j=\tfrac32$ (four states) and $-2$ when $j=\tfrac12$ (two states). The splitting is therefore $\Delta=3\xi/2$, and $\xi/2=\Delta/3$. An $s$ state has $\mathbf L=0$ and does not split.

In the crystal the three Te $p$ orbitals remain degenerate at $\Gamma$ before spin is considered, because the site is cubic. Let their energy be $E_p$. The same matrix then acts on them:
\begin{equation}
E(\Gamma_8)=E_p+\frac{\Delta}{3},\qquad E(\Gamma_7)=E_p-\frac{2\Delta}{3}.
\end{equation}
The two effects meet in
\begin{equation}
E_0=\big[E(\Gamma_6)-E_p\big]-\frac{\Delta}{3}.
\label{e0}
\end{equation}
A deeper cation $s$ level reduces the bracket, and anion spin-orbit coupling subtracts a further $\Delta/3$.

\section{Numbers for the atoms}

\textbf{Q:} Mercury is heavier than cadmium, but is the difference large enough?

\textbf{A:} I computed the free atoms in the local-density approximation (LDA), with Slater exchange, VWN correlation, point nuclei and a spherical density. ``Scalar'' below means the Dirac equation with the spin term of (\ref{split}) removed, solved self-consistently. The numerical check contains these calculations and the numerical checks.

\begin{center}
\begin{tabular}{lrrr}
Level & Nonrel. (eV) & Scalar (eV) & Shift (eV)\\
\hline
Cd $5s$ & $-5.557$ & $-5.954$ & $-0.397$\\
Hg $6s$ & $-5.582$ & $-7.126$ & $-1.544$\\
Te $5s$ & $-14.177$ & $-15.344$ & $-1.167$\\
Te $5p$ & $-6.166$ & $-6.114$ & $+0.052$
\end{tabular}
\end{center}

The third decimal is kept so that the sums below can be followed; it has no physical meaning. Without relativity the two cation levels differ by 0.03 eV. With it, Hg $6s$ lies 1.17 eV below Cd $5s$.

\textbf{Q:} Is that shift just the sum of your two first-order terms?

\textbf{A:} No. For Hg the mass-velocity term is $-5.11$ eV and the Darwin term $+2.91$ eV, together $-2.20$ eV. Solving the scalar equation in the same fixed, nonrelativistic potential gives $-3.15$ eV, so first order is not quantitative for Hg. For Cd the corresponding numbers are $-0.74$ and $-0.83$ eV.

When all electrons are then allowed to readjust, the Hg shift shrinks from $-3.15$ to $-1.54$ eV and the Cd shift from $-0.83$ to $-0.40$ eV. Several changes compete. The valence $s$ pair contracts, which raises the repulsion between its own two electrons, and the inner $s$ and $p$ shells contract and screen the nucleus better. Both raise the level. The outer $d$ shell, and in Hg also the $4f$ shell, expands and screens less, which lowers it. These directions are the expected ones; I have not computed the contributions shell by shell, and the numbers here give only their sum. The net shift remains downward in both atoms.

\textbf{Q:} What makes the direct effect so much stronger in Hg?

\textbf{A:} The first-order terms all grow by a similar factor from Cd to Hg: $5.11/1.77\approx2.9$ for the mass-velocity term and $2.20/0.74\approx3.0$ for the sum. The Darwin term opposes the lowering, but its growth is the easiest to take apart, because it is nearly proportional to $Z|\phi_0(0)|^2$. Its ratio between Hg and Cd is $2.91/1.03\approx2.8$. The nuclear charges account for $80/48\approx1.7$. The remaining factor, again about 1.7, is the larger density of the valence $s$ electron at the Hg nucleus. The full direct shift grows more, by $3.15/0.83\approx3.8$, because the higher orders in $1/c^2$ add much more in Hg than in Cd; this argument does not cover them.

\textbf{Q:} And the splitting on tellurium?

\textbf{A:} The full Dirac equation gives $5p_{1/2}$ at $-6.679$ eV and $5p_{3/2}$ at $-5.858$ eV, so $\Delta=0.821$ eV and $\Delta/3=0.274$ eV. The first-order integral gives 0.749 eV, 9\% below the Dirac value, and 98\% of that integral comes from within 0.2 bohr of the nucleus. Bonding shifts the potential there almost uniformly, so the slope $U'$ in the integral hardly changes. It can alter the amplitude of the $p$ orbital in that region, so the atomic $\Delta$ is an estimate for the crystal.

\section{From atoms to the crystal}

\textbf{Q:} Put the two compounds together, then.

\textbf{A:} I use the scalar atomic levels as site energies and set $t=-0.75$ eV, hence $V=3.00$ eV, for both compounds. This is a round model value, chosen inside the range that gives the observed order. Harrison's universal rule, $|t|\approx1.3$ to $1.4\,\hbar^2/md^2$ at $d\approx2.8$ \AA, would give $V$ above 5 eV, and with these site energies HgTe would then come out normal. Sharing it is a simplification: the bond lengths are nearly equal, but the hopping also depends on the cation orbital. I take $E_p$ to be the Te $5p$ level. That sets to zero the net shift it would get from cation $p$ and $d$ states and from charge transfer.

For HgTe, equation (\ref{g6}) gives
\begin{align}
E(\Gamma_6)&=\frac{-7.126-15.344}{2}+\sqrt{\Big(\frac{-7.126+15.344}{2}\Big)^2+3.00^2}\nonumber\\
&=-11.235+\sqrt{16.88+9.00}=-6.147\ \text{eV}.
\end{align}
For CdTe,
\begin{equation}
E(\Gamma_6)=-10.649+\sqrt{22.04+9.00}=-5.077\ \text{eV}.
\end{equation}
In both, $E(\Gamma_8)=-6.114+0.274=-5.840$ eV. The full Dirac $5p_{3/2}$ level lies 0.02 eV lower than this, so the second decimal of $E_0$ depends on how the two effects are combined. Therefore
\begin{equation}
E_0(\text{CdTe})=+0.76\ \text{eV},\qquad E_0(\text{HgTe})=-0.31\ \text{eV}.
\end{equation}

\textbf{Q:} How much of this is due to each effect?

\textbf{A:} Switch them on one after another, with $E_0$ in eV:

\begin{center}
\begin{tabular}{lrr}
Included & CdTe & HgTe\\
\hline
No relativity & $1.550$ & $1.527$\\
+ Te spin-orbit splitting & $1.276$ & $1.254$\\
+ scalar shifts of Te & $1.129$ & $1.106$\\
+ scalar shift of the cation & $0.763$ & $-0.307$
\end{tabular}
\end{center}

The first three rows are almost the same for the two compounds. The last step is $-0.37$ eV for CdTe and $-1.41$ eV for HgTe, which is the cation shift times a share $w$ of about 0.9. In this model, then, the scalar shift of the cation makes the compounds differ. Spin-orbit coupling moves both towards inversion by the same amount, because the model includes only its tellurium part.

\textbf{Q:} Would HgTe be inverted without spin-orbit coupling?

\textbf{A:} With scalar shifts alone the model gives $E_0=-0.03$ eV. That is too close to zero to settle the sign for the real crystal. At the chosen $V$, spin-orbit coupling lowers the model value to $-0.31$ eV. This inversion would be lost if $V$ were raised from 3.00 to about 3.50 eV, as shown below.

The converse question has a firmer answer within the model. With spin-orbit coupling but no scalar shifts, $\Gamma_8$ lies at $-6.166+0.274=-5.892$ eV, below the Hg $6s$ level at $-5.582$ eV. By (\ref{g6}) the upper root is never below $\varepsilon_c$, so the order is normal whatever the value of $V$.

\textbf{Q:} You chose $V$. Did you choose the answer too?

\textbf{A:} The choice matters, and its range can be found. Let $E_8=E(\Gamma_8)$, and let $E_+$ and $E_-$ be the roots of (\ref{sec}). Writing the quadratic in factored form at $E=E_8$ gives
\begin{equation}
(E_+-E_8)(E_--E_8)=(\varepsilon_c-E_8)(\varepsilon_a-E_8)-V^2 .
\end{equation}
Suppose both $s$ levels lie below $E_8$. The lower root lies at or below both of them, so $E_--E_8<0$. Then $E_+<E_8$ requires the right-hand side to be positive:
\begin{equation}
V^2<(E_8-\varepsilon_c)(E_8-\varepsilon_a).
\label{crit}
\end{equation}
For HgTe the limit is $\sqrt{1.286\times9.504}\approx3.50$ eV. For CdTe it is $\sqrt{0.114\times9.504}\approx1.04$ eV. Any common $V$ between these values makes CdTe normal and HgTe inverted.

Without spin-orbit coupling, $E_8$ is replaced by $E_p$, and the limit for HgTe becomes $\sqrt{1.012\times9.230}\approx3.06$ eV. Between 3.06 and 3.50 eV both effects are needed to invert HgTe. Below 3.06 eV the scalar shifts suffice. The chosen 3.00 eV lies just under that border.

\section{Consequences and limits}

\textbf{Q:} What does inversion do to the gap I would look for?

\textbf{A:} Fill the eight bands with six electrons. In CdTe they occupy $\Gamma_7$ (two) and $\Gamma_8$ (four), and the next level is $\Gamma_6$, 0.76 eV higher. In HgTe the order from below is $\Gamma_7$ at $-6.66$, $\Gamma_6$ at $-6.15$ and $\Gamma_8$ at $-5.84$ eV. The first two levels take four electrons, so two are left for the four states of $\Gamma_8$. The highest filled and lowest empty states are then degenerate, and the gap at $\Gamma$ is zero. The number $-0.31$ eV is a level separation, not an excitation gap. The zero depends on the cubic symmetry that keeps $\Gamma_8$ fourfold, and a calculation at $\Gamma$ says nothing about energies elsewhere in the zone.

\textbf{Q:} Measured low-temperature values of $E_0$ are roughly $1.6$ eV for CdTe and $-0.3$ eV for HgTe. Should I be impressed by the second?

\textbf{A:} No. It depends on the chosen $V$. Fitting $V$ to the measured CdTe value instead would require about 4.36 eV. That lies outside the window found above, and HgTe would then come out normal, with $E_0\approx+0.60$ eV. So no common $V$ reproduces both measured values in this model. The difference between the compounds is a better test, because it changes little with a common $V$: the model gives 1.07 eV, against roughly 1.9 eV measured at low temperature (about 1.6 eV at room temperature). The mechanism has the right sign and a substantial part of the size, but something is missing.

The candidates include cation $d$ and $p$ states, charge transfer, a hopping that differs between the compounds, and the change of the orbitals in the crystal. The model also treats orbitals on different atoms as orthogonal and leaves out hopping beyond nearest neighbours. LDA levels of neutral atoms are also not electron removal energies of the solid. I have not computed how much each of these contributes.

\textbf{Q:} Could one of them overturn the explanation?

\textbf{A:} It could overturn the order found in this model if it were large enough. A common extra shift of the Te $p$ states changes $E_0$ by the opposite amount. Lowering them by more than 0.31 eV would make HgTe normal here, and raising them by more than 0.76 eV would invert CdTe. Such a shift would leave the difference between the compounds unchanged. In the real crystals the shift need not be common: the repulsion from the cation $d$ states depends on the $d$ level, which differs between Cd and Hg, so it can add to the difference. In this model 1.05 of the 1.07 eV comes from the unequal scalar shifts of Hg $6s$ and Cd $5s$, and the remaining 0.02 eV is already there without relativity.

\section*{Table of computed values}
\begin{verbatim}
one-electron ion Z=80, largest relative error: 3.3e-05
Cd 5s level, nonrelativistic / spin-free Dirac: -5.557 / -5.954 eV
Hg 6s level, nonrelativistic / spin-free Dirac: -5.582 / -7.126 eV
Te 5s level, nonrelativistic / spin-free Dirac: -14.177 / -15.344 eV
Te 5p level, nonrelativistic / spin-free Dirac: -6.166 / -6.114 eV
Hg 6s level, full Dirac: -7.139 eV
Cd s, mass-velocity term: -1.768 eV
Cd s, Darwin term: 1.031 eV
Cd s, first-order sum: -0.737 eV
Cd s, spin-free Dirac shift, frozen potential: -0.827 eV
Cd s, self-consistent shift: -0.397 eV
Hg s, mass-velocity term: -5.110 eV
Hg s, Darwin term: 2.914 eV
Hg s, first-order sum: -2.196 eV
Hg s, spin-free Dirac shift, frozen potential: -3.152 eV
Hg s, self-consistent shift: -1.544 eV
Te 5p1/2 and 5p3/2 levels: -6.679 and -5.858 eV
Te 5p barycentre, full Dirac: -6.131 eV
Delta (Te 5p splitting): 0.821 eV; Delta/3: 0.274 eV
Delta from first-order integral: 0.749 eV
share of that integral from r < 0.2 bohr: 0.981
model s-s hopping t: -0.75 eV; V = 4|t|: 3.00 eV
model s-p hopping (cancels at Gamma): 1.50 eV
CdTe E0, nonrelativistic: 1.550 eV
CdTe E0, spin-orbit only: 1.276 eV
CdTe E0, scalar shifts only: 1.037 eV
CdTe E0, both effects: 0.763 eV
CdTe E0, both, but cation s nonrelativistic: 1.129 eV
CdTe Gamma6, Gamma8, Gamma7: -5.077, -5.840, -6.661 eV
CdTe cation s share of Gamma6: 0.921
CdTe gap at Gamma with six electrons: 0.763 eV
CdTe critical V (inverted below it): 1.040 eV
HgTe E0, nonrelativistic: 1.527 eV
HgTe E0, spin-orbit only: 1.254 eV
HgTe E0, scalar shifts only: -0.033 eV
HgTe E0, both effects: -0.307 eV
HgTe E0, both, but cation s nonrelativistic: 1.106 eV
HgTe Gamma6, Gamma8, Gamma7: -6.147, -5.840, -6.661 eV
HgTe cation s share of Gamma6: 0.904
HgTe gap at Gamma with six electrons: 0.000 eV
HgTe critical V (inverted below it): 3.495 eV
\end{verbatim}
